\section*{Loss of In-Plane Equilibria in a Free Layer with Perpendicular Polarizer}

\section*{Question}

A thin magnetic free layer has uniform magnetization direction $\mathbf m$, $|\mathbf m|=1$. Its easy axis is $x$, its hard axis is the film normal $z$, and the incoming spins are polarized along $+z$. All fields are written as flux densities: $B_K=\mu_0H_K=2K/M_s>0$ for in-plane anisotropy energy density $K$, and $B_M>0$ for the easy-plane field. With $\gamma>0$ and damping $\alpha>0$,
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}-\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}),\qquad
\mathbf B_{\rm eff}=(B_Km_x,\,0,\,-B_Mm_z).
\label{llg}
\end{equation}
The damping-like field $a$ is proportional to the current density $J$. Take $a\ge0$ from part (b) on.

\textbf{(a)} Find every static equilibrium as a function of $a$. At which $|a|$ does their number change, and how does this value depend on $\alpha$ and $B_M$?

\textbf{(b)} Determine the stability of the equilibria that lie in the film plane.

\textbf{(c)} Determine the stability of any other equilibria. Can there be a range of $a$ with no stable equilibrium, and does leaving the initial state fix the final one?

\textbf{(d)} The current is switched on abruptly with $\mathbf m$ at rest along $+x$. Find the field needed to leave the well for $B_M\gg B_K$ and $\alpha\to0$.

\textbf{(e)} Evaluate the results for an elliptical cell of $110\times70$ nm and thickness $t=3$ nm, with $M_s=1000$ kA/m, $B_K=20$ mT, $B_M=900$ mT, $\alpha=0.015$ and spin efficiency $\eta=0.30$. Judge the main omissions.

\section*{Model answers}

\subsection*{(a) Static equilibria}

Setting $\dot{\mathbf m}=0$ removes the damping term, whatever $\alpha$ is. The other two terms combine into $\mathbf m\times(\mathbf B_{\rm eff}+a\,\mathbf m\times\hat{\mathbf z})=0$, so the bracket is parallel to $\mathbf m$ and equals $\lambda\mathbf m$ with real $\lambda$. Since $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$,
\begin{equation}
B_Km_x+a m_y=\lambda m_x,\qquad -a m_x=\lambda m_y,\qquad -B_Mm_z=\lambda m_z .
\label{static}
\end{equation}

If $m_x=m_y=0$, the equations hold with $\lambda=-B_M$. The poles $\mathbf m=\pm\hat{\mathbf z}$ are therefore equilibria at every current: there $\mathbf m$ is parallel or antiparallel to the polarizer and receives no torque.

Otherwise the first two equations need a vanishing determinant:
\begin{equation}
(B_K-\lambda)(-\lambda)+a^2=0
\;\Rightarrow\;
\lambda=\tfrac12\Bigl(B_K\pm\sqrt{B_K^2-4a^2}\Bigr).
\end{equation}
This is real if and only if $|a|\le B_K/2$. The two roots have sum $B_K>0$ and product $a^2\ge0$, so neither is negative. Then $\lambda+B_M>0$, and the third equation forces $m_z=0$. With $\mathbf m=(\cos\varphi,\sin\varphi,0)$, multiply the first equation by $\sin\varphi$, the second by $\cos\varphi$, and subtract:
\begin{equation}
B_K\sin\varphi\cos\varphi+a=0\;\Rightarrow\;\sin2\varphi=-\frac{2a}{B_K}.
\label{angle}
\end{equation}
There are four in-plane solutions for $|a|<B_K/2$, two at equality and none above. The critical field is
\begin{equation}
a_c=\frac{B_K}{2}=\frac{\mu_0H_K}{2}.
\end{equation}
It contains neither $\alpha$ nor $B_M$. Physically, the spin torque on an in-plane $\mathbf m$ points along $z$, as does the anisotropy torque, whose largest size is $B_K/2$. The balance is between two static torques, not between spin torque and damping.

A fixed perpendicular field $b$, or a field-like torque equivalent to it, changes the third equation to $b-B_Mm_z=\lambda m_z$. Then $m_z=b/(B_M+\lambda)$, while the equation for $\lambda$ is unchanged. The value of $a$ at which these equilibria vanish therefore stays at $B_K/2$ as long as $|b|<B_M+B_K/2$. Their stability is a separate matter: for $a>0$, a large $b$ towards $-z$ can make them all unstable before they vanish.

\subsection*{(b) Stability in the plane}

Write $\mathbf m=(\cos\psi\cos\varphi,\cos\psi\sin\varphi,\sin\psi)$, with unit vectors $\mathbf e_\varphi,\mathbf e_\psi$ along increasing $\varphi,\psi$. They satisfy $\mathbf m\times\mathbf e_\varphi=\mathbf e_\psi$ and $\mathbf m\times\mathbf e_\psi=-\mathbf e_\varphi$. The ingredients are
\begin{align}
\dot{\mathbf m}&=\cos\psi\,\dot\varphi\,\mathbf e_\varphi+\dot\psi\,\mathbf e_\psi, &
-\mathbf m\times(\mathbf m\times\hat{\mathbf z})&=\cos\psi\,\mathbf e_\psi,\\
B_\varphi&=-B_K\cos\psi\sin\varphi\cos\varphi, &
B_\psi&=-\sin\psi\cos\psi\,(B_M+B_K\cos^2\varphi).
\end{align}
Projecting (\ref{llg}) on the two unit vectors and dividing by $\cos\psi$ gives
\begin{align}
\dot\varphi&=-\gamma\sin\psi\,(B_M+B_K\cos^2\varphi)-\alpha\dot\psi/\cos\psi,\label{phi}\\
\dot\psi/\cos\psi&=\gamma\bigl(\tfrac12B_K\sin2\varphi+a\bigr)+\alpha\dot\varphi.\label{psi}
\end{align}
Let $\varphi=\varphi_0+u$ with small $u,\psi$, and define $C=B_K\cos2\varphi_0$ and $D=B_M+B_K\cos^2\varphi_0>0$. To first order, $\dot u+\alpha\dot\psi=-\gamma D\psi$ and $\dot\psi-\alpha\dot u=\gamma Cu$. Solving for the derivatives,
\begin{equation}
(1+\alpha^2)\dot u=-\alpha\gamma Cu-\gamma D\psi,\qquad
(1+\alpha^2)\dot\psi=\gamma Cu-\alpha\gamma D\psi .
\end{equation}
The matrix has trace $-\alpha\gamma(C+D)/(1+\alpha^2)$ and determinant $\gamma^2CD/(1+\alpha^2)$. For $C>0$ the trace is negative and the determinant positive, so the state is stable. For $C<0$ the determinant is negative, so the state is a saddle.

By (\ref{angle}), $C=\pm\sqrt{B_K^2-4a^2}$. In the $+x$ well the stable and unstable azimuths are
\begin{equation}
\varphi_s=-\tfrac12\arcsin(2a/B_K),\qquad \varphi_u=-\pi/2-\varphi_s .
\label{branches}
\end{equation}
At $0.90\,a_c$ they are $-32.1^\circ$ and $-57.9^\circ$, and at $a_c$ they merge at $-45^\circ$. The $-x$ well is the same picture turned by $180^\circ$. If $a$ does not depend on $m_z$, as assumed here, the stable state thus survives right up to $a_c$ for every $\alpha>0$; damping sets only how fast it is approached. In a real cell the spin efficiency can vary with $m_z$. The slope $a'=da/dm_z$ at $m_z=0$ then adds $\gamma a'/(1+\alpha^2)$ to the trace and leaves the determinant unchanged, so stability also requires $a'<\alpha(C+D)$, which can fail at low damping.

\subsection*{(c) Poles and final state}

Near $+\hat{\mathbf z}$ put $\mathbf m\simeq(x,y,1)$. To first order (\ref{llg}) becomes
\begin{align}
\dot x+\alpha\dot y&=\gamma(B_My-ax)\equiv R_1,\\
\dot y-\alpha\dot x&=-\gamma\bigl[(B_M+B_K)x+ay\bigr]\equiv R_2 .
\end{align}
Hence $(1+\alpha^2)\dot x=R_1-\alpha R_2$ and $(1+\alpha^2)\dot y=R_2+\alpha R_1$, with
\begin{equation}
\mathrm{tr}=\frac{2\gamma}{1+\alpha^2}\Bigl[\alpha\Bigl(B_M+\frac{B_K}{2}\Bigr)-a\Bigr],\qquad
\det=\frac{\gamma^2[a^2+B_M(B_M+B_K)]}{1+\alpha^2}>0 .
\end{equation}
The $+z$ pole is stable for $a>a_p=\alpha(B_M+B_K/2)$. A half-turn about $x$ maps $-\hat{\mathbf z}$ to $+\hat{\mathbf z}$ and $a$ to $-a$, so $-\hat{\mathbf z}$ is unstable for $a\ge0$.

No stable equilibrium exists for $a_c<a<a_p$, a range that is present only if $a_p>a_c$. Unlike $a_c$, its upper end is proportional to damping. For $B_M\gg B_K$ and $\alpha\ll\sqrt{B_K/B_M}$ the motion there is nearly uniform precession about $z$: at the rate $\gamma a/\alpha$ found below, the in-plane anisotropy changes this rate only by a fraction of at most about $B_K/(2B_M)+\alpha^2B_MB_K/(4a^2)$. The first term comes from $B_K\cos^2\varphi$ in (\ref{phi}), the second from the rapidly alternating torque in (\ref{psi}); the second is below $\alpha^2B_M/B_K$. With stronger damping the rotation is uneven near $a_c$ and the following averages fail. Averaged over a period, $\dot\psi/\cos\psi$ gives zero and $\sin2\varphi$ nearly zero, so (\ref{psi}) and then (\ref{phi}) give
\begin{equation}
\langle\dot\varphi\rangle\simeq-\frac{\gamma a}{\alpha},\qquad
\langle m_z\rangle\simeq\frac{a}{\alpha(B_M+B_K/2)}=\frac{a}{a_p}.
\label{orbit}
\end{equation}

Leaving the well does not fix the final state. Equation (\ref{llg}) keeps its form under a half-turn about $z$, which exchanges the two wells. If the current stops at some point of the orbit and $\mathbf m$ relaxes to $+x$, stopping at the point turned by $180^\circ$ leads to $-x$. Near the pole, small deviations decide in the same way. Without noise, the pulse length decides between the wells. Thermal noise spreads the phase of the orbit and can make the outcome random even at a fixed pulse length, and a weak field along $x$ only makes one well more likely.

\subsection*{(d) Abrupt current}

For $B_M\gg B_K$ and $\alpha\to0$, $\psi$ stays small while $\mathbf m$ leaves the well, so $\dot\varphi=-\gamma B_M\psi$ and $\dot\psi=\gamma(\frac12B_K\sin2\varphi+a)$. With $u=-\varphi$, now not small,
\begin{equation}
\ddot u=\gamma^2B_M\bigl(a-\tfrac12B_K\sin2u\bigr)
\;\Rightarrow\;
\tfrac12\dot u^2=\gamma^2B_M\bigl(au-\tfrac12B_K\sin^2u\bigr),
\label{pend}
\end{equation}
after multiplying by $\dot u$ and integrating from rest at $u=0$. The motion never stops if $a$ exceeds the maximum of $\frac12B_K\sin^2u/u$. Setting the derivative to zero gives $u\sin2u=\sin^2u$, or
\begin{equation}
\tan u=2u,\qquad u=1.1656,\qquad a_{\rm step}=\tfrac12B_K\sin2u=0.362\,B_K ,
\end{equation}
the root being found numerically. Inertia carries $\mathbf m$ past a stable equilibrium that still exists. The static threshold $0.5\,B_K$ applies, without thermal noise, to a slowly raised current.

\subsection*{(e) Numbers for a cell}

The current delivers angular momentum $\hbar\eta J/2e$ per area and time to a layer holding $M_st/\gamma$ per area. The ratio is $\gamma a$, so $a=\hbar\eta J/(2eM_st)$. For $a_c=20/2=10$ mT,
\begin{equation}
J_c=\frac{2eM_st\,a_c}{\hbar\eta}
=(3.04\ \mathrm{MA\,cm^{-2}\,mT^{-1}})(10\ \mathrm{mT})
=30.4\ \mathrm{MA/cm^2}.
\end{equation}
Over the cell area of 6048 nm$^2$ this is 1.84 mA.

The pole becomes stable at $a_p=0.015\,(900+10)=13.65$ mT, or 41.5 MA/cm$^2$, so from 10 to 13.65 mT no equilibrium is stable and the layer must precess, provided $\eta$ does not vary with $m_z$. The precessing orbit is not confined to this range. Once started, it persists in numerical integration down to about 1.5 mT, alongside the stable wells, so the response is hysteretic, and an abrupt step that leaves the well below $a_c$ ends on this orbit. At 11 mT, (\ref{orbit}) gives $\langle m_z\rangle=0.806$ and a frequency of 20.55 GHz. Numerical integration of (\ref{llg}) gives 0.806 and 20.55 GHz.

For an abrupt step, the limit in (d) gives $0.362\times20=7.2$ mT. Integrating (\ref{llg}) and bisecting on $a$ gives 7.8 mT at $\alpha=0.015$ and 8.7 mT at $\alpha=0.045$, all else fixed. This threshold does depend on damping. It also needs a rise time well below the 0.26 ns period of the well: at $\alpha=0.015$ a linear rise over 0.2 ns already gives about 9.3 mT, and one over 1 ns about 9.9 mT.

\textit{Thermal escape.} The force in (\ref{pend}) derives from $U=M_sV(\frac12B_K\sin^2\varphi+a\varphi)$, with $V$ the layer volume. Let $r=a/a_c$. From (\ref{branches}), $\sin^2\varphi_u-\sin^2\varphi_s=\cos2\varphi_s=\sqrt{1-r^2}$ and $\varphi_u-\varphi_s=-\arccos r$, so
\begin{equation}
\Delta U=\tfrac12M_sVB_K\bigl(\sqrt{1-r^2}-r\arccos r\bigr).
\end{equation}
At 300 K and $r=0$ this is $43.8\,k_BT$. The frequency $\gamma\sqrt{CD}/2\pi$ from (b) at zero current is 3.80 GHz. Taken as the attempt rate, it lets a 10 ns pulse cross about $\ln(38.0)=3.64$ in units of $k_BT$. Solving for $r$ numerically gives 0.80, or 8.0 mT, a rough estimate because the attempt rate falls near $a_c$ and because it assumes that $\mathbf m$ starts in the tilted well. Integrating (\ref{llg}) with thermal noise from that well gives an escape probability of about 0.36 at $r=0.80$ and 0.78 at $r=0.85$, so one escape per pulse lies nearer $r\approx0.83$.

\textit{Stray field.} For $\mathbf m$ in the plane, a field $B_x$ along $x$ adds $B_x\sin\varphi$ to the bracket in (\ref{psi}). For $B_x=-2$ mT, maximizing the restoring torque numerically gives thresholds of 8.6 mT for the $+x$ well and 11.4 mT for the $-x$ well.

\textit{Comparison with real cells.} The parameters are rough typical values for an orthogonal spin-transfer cell, in which a perpendicular polarizer drives an in-plane layer read by a tunnel junction. The current density is high compared with the few MA/cm$^2$ usual for collinear memory cells. Through a junction of 2 $\Omega\,\mu$m$^2$ it drops 0.61 V, not far below the rough 1 V at which thin barriers fail. Temperature, abrupt pulses and stray field shift the threshold by about $-20\%$, $-22\%$ and $\mp14\%$ of $a_c$; these are separate estimates and do not simply add: an abrupt 10 ns pulse with noise at 300 K leaves the well with 63\% probability near 7.7 mT. Joule heating is also left out. A rough steady estimate with electrodes of 50 W/(m K) gives about 60 K, which raises the escape probability from the tilted well at $r=0.80$ from about 0.36 to 0.6. Two further omissions are non-uniform magnetization and the spin torque from the read-out reference layer. A uniform current in a long elliptical conductor with semi-axes $p=55$ nm and $q=35$ nm gives a rim field $\mu_0J_cpq/(p+q)=8.2$ mT at the ends of the axes. It averages to zero over the ellipse but is comparable with $a_c$ and can bend the magnetization. The torque from the reference layer acts against the damping in one of the wells and, if it is as strong as $a$, can destabilize that well below $a_c$. Both effects need a separate calculation.
